Equivalent electric field of a strain gradient in a ferroelectric film

**Question**

I am stuck on a short problem about a strained ferroelectric film. The strain changes by 1 percent over a thickness of 10 nm, the flexoelectric coupling is 10 V, and I am to show that this acts like an electric field of 10 MV/m.

If I divide 10 V by 10 nm, I get a field a hundred times too large. If I multiply 10 V by 1 percent, I get 0.1 V, which is not a field at all. I can combine the three numbers to reach the stated answer, but I don't see why that is the right combination. Specifically:

1. Why does a coupling measured in volts turn a strain gradient into a field, and why doesn't the permittivity of the film appear?
2. Strain in a real film surely does not relax along a straight line. Does the answer survive that?
3. Is there really a field of this size inside the film? Could I measure it, and could it break the film down?

**Answer**

Both of your attempts contain part of the result. The 0.1 V is a meaningful voltage, and dividing it by the thickness gives the field. I will do the arithmetic first and then justify it.

**The number**

Let z run along the film normal, from the bottom at z = 0 to the top at z = d. Let ε(z) be the in-plane strain, and define its change as top minus bottom:

Δε = ε(d) − ε(0)

I take a film compressed by 1 percent at the bottom and relaxed at the top. The strain then goes from −0.01 to 0, and Δε = +0.01. If the change is uniform, the strain gradient is

g = dε/dz = Δε/d = 0.01 / (10 × 10⁻⁹ m) = 1.0 × 10⁶ m⁻¹

Strain is a pure number, so its gradient has the unit of an inverse length. With the flexocoupling coefficient f = 10 V,

E_eq = f g = 10 V × 1.0 × 10⁶ m⁻¹ = 1.0 × 10⁷ V/m = 10 MV/m

which is 0.1 MV/cm. Dividing 10 V by 10 nm leaves out the factor 0.01, hence your factor of a hundred.

**Why the gradient acts as a field**

Let P be the polarization along z, and E the electrostatic field along z. The misfit with the substrate and its relaxation fix the strain, so ε(z) is given and only P can adjust. The part of the energy density that depends on P is, in the simplest useful model,

w = αP²/2 + βP⁴/4 − f P dε/dz − E P

The first two terms are the cost of polarizing the lattice. The last is the usual energy of a polarization in a field. The third is the flexoelectric coupling, linear in both P and the strain gradient. Its unit is

V × (C/m²) × (1/m) = J/m³

so f must indeed be in volts. Its sign is a convention: with the minus sign written here, a positive f and a strain that rises with z favour a polarization along +z.

At equilibrium w is stationary with respect to P, with E and ε held fixed. Differentiating term by term,

dw/dP = αP + βP³ − f dε/dz − E = 0

and moving the two driving terms to the right gives

αP + βP³ = E + f dε/dz

The strain gradient enters only in the sum E + f dε/dz. A film with no applied field and a gradient g therefore obeys the same equation as a film with no flexoelectric coupling and an applied field f g. That is what "equivalent field" means:

E_eq = f g

The left-hand side was never solved, so neither α nor β appears in the answer. The equivalence also holds for a ferroelectric with α < 0, where the equation can have several solutions, provided that the same branch is compared in both cases.

The permittivity returns when you ask for the polarization. If α > 0 and P is small, the cubic term can be dropped. With α = 1/(ε₀χ), where χ is the lattice susceptibility,

P = E_eq/α = ε₀χ f g

In a ferroelectric with α < 0, the gradient instead changes the spontaneous polarization P_s. Linearizing the balance about P_s gives a change of about f g/(α + 3βP_s²).

The product μ = ε₀χ f is the flexoelectric coefficient, in C/m. If a problem gives you μ instead of f, you must first divide by ε₀χ to obtain the field. Here the coupling is given in volts, so that division has already been made.

**When the strain does not relax along a straight line**

Now the drive f dε/dz varies through the film, and so may P. A varying polarization carries bound charge, which produces an internal field that has to be included.

Suppose that there is no free charge inside the film and that electrodes hold the voltage fixed. Let ε_b be the background permittivity, which describes the polarization not contained in P. The displacement

D = ε_b E + P

is then independent of z. Write P_m for the average of P over the thickness, and E_ext for the average of E, which the electrodes fix. Averaging the last equation gives

D = ε_b E_ext + P_m

Equating the two expressions for D and solving for E,

E(z) = E_ext − (P(z) − P_m)/ε_b

The second term averages to zero. I insert this field into the local balance and average over the film, with angle brackets for the average:

⟨αP + βP³⟩ = E_ext + (1/d) ∫ f (dε/dz) dz = E_ext + f Δε/d

The integral depends only on the strain at the two ends. However the strain relaxes in between, the average drive is f Δε/d. In terms of voltage,

V_eq = f Δε = 10 V × 0.01 = 0.1 V

This is the 0.1 V that you found. For a given total strain change it does not depend on the thickness, whereas the field falls as 1/d.

One gap remains. The left-hand side is an average over P(z), and two films with the same P_m could differ in it if their profiles P(z) differed. If the gradient is uniform, the drive is a constant, the balance is the same at every z as with an applied field, and the equivalence is exact within the model, even if α varies with z. If the gradient is not uniform, the equivalence is approximate. It is close when P is nearly uniform, and the internal field favours this. Subtract the averaged balance from the local one, and write δ for a deviation from the average. To leading order, the stiffness of the lattice against δP is negligible beside 1/ε_b, and

δP ≈ ε_b [f δ(dε/dz) − P_m δα]

With a background relative permittivity of 7 and χ = 300, 1/ε_b is 300/7 ≈ 43 times the lattice stiffness 1/(ε₀χ), so δP is small unless the strain relaxes within a nanometre or so.

To see how well this works, I solved the model numerically for a strain that relaxes exponentially with a decay length of 3 nm, keeping the total change at 1 percent. The local drive f dε/dz then reaches 34.3 MV/m in the lowest of the 200 grid cells, yet the difference between the largest and smallest P is only about 8 percent of the mean. I then switched the flexoelectric coupling off, kept the strain in the stiffness, and searched for the applied field that restores the same P_m. It is 10.03 MV/m, or 0.3 percent above f Δε/d. For a ferroelectric film with a double-well energy the search gives 10.02 MV/m. With a uniform gradient both films give 10.00 MV/m.

The small excess has a traceable cause. In this film the stiffness depends on strain,

α(z) = α₀ + K ε(z), with K > 0

Drop the cubic term and write ᾱ for the average of α. With the coupling on and no applied field, the averaged balance is

ᾱP_m + ⟨δα δP⟩ = f Δε/d

and inserting δP from above,

ᾱP_m + ε_b f ⟨δα δ(dε/dz)⟩ − ε_b P_m ⟨δα²⟩ = f Δε/d

With the coupling off and a matching field E_match, the middle term is absent:

ᾱP_m − ε_b P_m ⟨δα²⟩ = E_match

Subtracting the first of these two results from the second,

E_match = f Δε/d − ε_b f ⟨δα δ(dε/dz)⟩

The lattice is softest at the bottom, where the compression is greatest, and the gradient is steepest there too. The average of the product is therefore negative, and E_match lies slightly above f Δε/d.

**How much polarization this produces**

Take the single-well film with a uniform gradient and short-circuited electrodes. If strain did not affect the stiffness, χ = 300 would give α₀ = 3.765 × 10⁸ V m/C and

P = E_eq/α₀ = 10⁷ / (3.765 × 10⁸) C/m² = 2.66 µC/cm²

The average strain is −0.005, however, and with K = 2.0 × 10¹⁰ V m/C the average stiffness is

ᾱ = 3.765 × 10⁸ − 0.005 × 2.0 × 10¹⁰ = 2.765 × 10⁸ V m/C

which raises the estimate to

P = 10⁷ / (2.765 × 10⁸) C/m² = 3.62 µC/cm²

The full solution is 3.47 µC/cm². The difference comes from the cubic term. With β = 1.0 × 10¹⁰ V m⁵/C³ and P = 0.0347 C/m²,

βP³ ≈ 0.42 MV/m

so about 9.58 of the 10 MV/m is left to balance ᾱP, and 9.58 × 10⁶ / (2.765 × 10⁸) C/m² is 3.46 µC/cm², within 0.01 µC/cm² of the full solution. The polarization thus depends noticeably on material details that the equivalent field does not contain.

**Is the field really there?**

That depends on the electrodes.

*Short circuit.* With two identical electrodes that screen perfectly, the average electrostatic field is zero. The film is polarized because the strain gradient pushes on P directly, and the electrodes supply the charge that compensates the polarization. If the gradient and the stiffness are both uniform, there is no field anywhere in the film. If either varies with z, there is a real local field, E = −δP/ε_b ≈ −[f δ(dε/dz) − P_m δα], which compensates the unevenness. In the single-well film it stays below 4 MV/m for a uniform gradient and reaches nearly 30 MV/m at the bottom for the exponential profile. In the double-well film P_m is about 0.21 C/m², and a uniform gradient, with δα up to 1.0 × 10⁸ V m/C, already gives about 20 MV/m at the surfaces, and the exponential profile gives about 52 MV/m at the bottom. In each case the field averages to zero. In this model the coupling acts on P and not on charge, so f g exerts no force on a free electron.

You can still detect the bias. With a uniform gradient the polarization depends on the applied field through the sum E_ext + E_eq alone. A curve of P against E_ext is therefore shifted by −E_eq along the field axis. For the single-well film, an applied field of −10 MV/m, obtained by holding the top electrode 0.1 V above the bottom one, cancels the bias and brings the polarization to zero. In the double-well film the same voltage cancels the bias, but the spontaneous polarization remains.

*Open circuit.* Suppose that the electrodes carry no free charge and nothing leaks. Then D = 0, and

E = −P/ε_b

This field is real and opposes the polarization. Put it into the balance, without the cubic term, which is now negligible because P is small:

αP + P/ε_b = f g

Solving for P and then for the magnitude of the field,

P = f g / (α + 1/ε_b)

|E| = P/ε_b = f g / (1 + ε_b α)

Multiplying by d, and using the average stiffness because ε_b α is small,

|V| = f Δε / (1 + ε_b ᾱ)

With 7ε₀ for ε_b, the product ε_b ᾱ is about 0.017, and the voltage is 98.3 mV. The numerical solution of the film gives the same value to the digits shown. The real field is 9.83 MV/m, directed against P. An ideal voltmeter would therefore read nearly the whole of f Δε, while the polarization stays far below its short-circuit value. The flexoelectric push is almost entirely balanced by the electrostatic field, and little is left to polarize the lattice. A film that was shorted and then opened keeps its electrode charge, and the voltmeter reads zero. The result also assumes that P varies only along z. A real ferroelectric film in open circuit can instead split into domains, which this model leaves out.

**What the surfaces can do**

The coefficient f needs a more careful definition than the problem gives it. The flexoelectric coupling is also written in a symmetric form:

w_sym = −(f/2) (P dε/dz − ε dP/dz)

To compare it with the form used above, add and subtract terms:

−f P dε/dz = w_sym − (f/2) d(Pε)/dz

The last term is a total derivative. Integrated over the film, it depends only on the values of Pε at the two surfaces. The two forms therefore give the same equation inside the film but different surface energies.

That might seem harmless, but it is not. Shift P by the same small amount δP₀ at every z. Neither dP/dz nor P − P_m changes, so the energy of polarization gradients and the energy of the internal field stay the same. The coupling energy per area changes by

−f Δε δP₀ in the first form

−(f/2) Δε δP₀ in the symmetric form

because the term with dP/dz does not respond to a rigid shift. At equilibrium this change must balance the change in lattice energy. For uniform α and no cubic term the latter is α d P_m δP₀, so

αP_m = f Δε/d in the first form

αP_m = f Δε/(2d) in the symmetric form

The numerical solution, with a gradient energy (κ/2)(dP/dz)² and κ = 1.0 × 10⁻¹⁰ V m³/C, gives 10.0 and 5.0 MV/m respectively. The factor of two does not fade in a thicker film, since both results scale as 1/d.

The answer of 10 MV/m thus takes f to be an effective coefficient for the film, used with the first form and with no further surface term. This is the natural reading of your problem. If f comes from a calculation for the bulk, the surface contribution has to be found separately, and the comparison above shows that it can change the result by a factor of two. The open-circuit voltage is halved in the symmetric form as well.

**Beside a real film**

The parameters above are round, rough values in the range of epitaxial perovskite-oxide ferroelectric films. A strain change of 1 percent over 10 nm is large but belongs to that setting. The coupling of 10 V is at the upper end of a rough range of 1 to 10 V, and with f = 1 V the equivalent field is 1 MV/m. The assumption most clearly broken is that strain varies only along z. If misfit dislocations with a Burgers vector of 0.4 nm relieve the whole 1 percent, their spacing is about

0.4 nm / 0.01 = 40 nm

or four times the film thickness. The gradient then varies strongly along the film as well. Where the dislocations sit also matters. If they all lie in one plane at the interface, the laterally averaged strain jumps by 1 percent at that plane and is uniform above it, so the average gradient inside the film is zero and only local gradients of both signs remain. A profile ε(z) like the one used here requires dislocations spread through the thickness, and even then 10 MV/m is at best an estimate of a lateral average. Unlike electrodes matter even more for a measurement: a work-function difference of 0.2 eV produces a built-in field of

0.2 V / 10 nm = 20 MV/m

under short circuit. This is twice the flexoelectric bias and can have either sign, so a shifted polarization curve does not by itself reveal a strain gradient. Real electrodes also screen the polarization over a finite length. This leaves an average field opposed to P even under short circuit, and in a film this thin it can exceed 10 MV/m when P is large.

The other effects I estimated are smaller or act differently:

- **Space charge.** With the average stiffness of the single-well film, ionized donors at 10¹⁹ cm⁻³ are estimated to change the electrostatic field by about 4.4 MV/m from one side of the film to the other; with the cubic term and the varying stiffness included, the change is about 4.7 MV/m. In the double-well film the lattice responds less to a change of field, so it screens the charge less and the field changes by about 14 MV/m. With the voltage held fixed, the average field does not change.
- **Temperature.** Warming by 50 K, with a Curie constant of 1.5 × 10⁵ K, stiffens the lattice and lowers P from 3.47 to 3.09 µC/cm². With f and the strain held fixed, the equivalent field stays at 10 MV/m.
- **Breakdown.** Only the real field counts, including the local fields under short circuit described above. In open circuit with a uniform gradient it is 9.83 MV/m, about a tenth of a rough breakdown field of 100 MV/m. With a curved profile the real field in open circuit follows the local drive, and in the exponential example it reaches about a third of the breakdown field at the bottom. The shorted double-well film with the exponential profile reaches about half of it.
- **Tunnelling.** For a 1 eV barrier as thick as the film and the free-electron mass, the transmission falls as exp(−102), so direct tunnelling is negligible.

So, to your three questions. The volts are right because f multiplies an inverse length, and the permittivity is needed only when you ask for the polarization or the real field. A curved strain profile leaves the average drive unchanged, and in the example it moves the matching field by only 0.3 percent. The strain gradient produces a real average field of nearly this size when the electrodes are uncharged and left open and the film does not split into domains; under short circuit with identical, perfectly screening electrodes the average field is zero, and 10 MV/m measures how hard the strain gradient pushes on the polarization. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
INPUTS (round or rough values)
flexocoupling coefficient f = 10.0 V
strain change = 1.0 percent
film thickness = 10.0 nm
lattice susceptibility = 300 (no unit)
background relative permittivity = 7.0
unstrained stiffness alpha0 = 3.765e+08 V m/C
double-well stiffness alpha0 = -3.0e+08 V m/C
quartic coefficient beta = 1.0e+10 V m^5/C^3
stiffness change per unit strain K = 2.0e+10 V m/C
decay length of relaxed profile = 3.0 nm
MAIN RESULT
strain gradient = 1.000e+06 1/m
equivalent field = 10.000 MV/m
equivalent field, converted = 0.100 MV/cm
bias voltage f*strain change = 0.100 V
equivalent field if f = 1 V: 1.000 MV/m
FIELD FOUND BY MATCHING THE MEAN POLARIZATION
single well, uniform gradient = 10.0000 MV/m
single well, relaxed profile = 10.0285 MV/m
double well, uniform gradient = 10.0000 MV/m
double well, relaxed profile = 10.0223 MV/m
relaxed profile: peak local bias = 34.3 MV/m
relaxed profile: spread of P / mean P = 7.9 percent
POLARIZATION AND OPEN CIRCUIT (single well, uniform gradient)
P from eps0*chi*E_eq = 2.66 uC/cm2
mean stiffness of strained film = 2.765e+08 V m/C
P from E_eq/mean stiffness = 3.62 uC/cm2
P from full film solution = 3.47 uC/cm2
open-circuit voltage, film solution = 98.32 mV
open-circuit voltage, formula = 98.32 mV
open-circuit real field, magnitude = 9.83 MV/m
NEGLECTED EFFECTS
gradient-energy coefficient = 1.0e-10 V m^3/C
mean bias, plain coupling = 10.000 MV/m
mean bias, symmetric coupling = 5.000 MV/m
Curie constant = 1.5e+05 K
P after warming by 50 K = 3.09 uC/cm2
equivalent field after warming = 10.0000 MV/m
electrode work-function step = 0.2 eV
field from that step = 20.0 MV/m
charged donor density = 1.0e+19 1/cm3
space-charge field change across film = 4.4 MV/m
Burgers vector length = 0.4 nm
misfit dislocation spacing = 40 nm
rough breakdown field = 100 MV/m
open-circuit field / breakdown field = 0.098
tunnelling barrier = 1.0 eV (free-electron mass)
tunnelling exponent through film = 102
thermal voltage at 300 K = 25.9 mV
```
